# Why faster, lighter precursor molecules do not reach deeper without collisions

Let two molecular species enter the same cavity with the same distribution of entry points and directions. Suppose they never collide in the gas, are re-emitted diffusely from the walls, and stick with the same fixed probability per impact. The places where they hit and stick then have the same probability distribution, whatever their masses. At equal temperature, and with immediate re-emission, the light species on average follows its path sooner, not farther. "Lighter, therefore faster, therefore deeper" is false under these conditions, and a hole of the kind coated by atomic layer deposition provides a counter-example.

## A light and a heavy precursor in one hole

Take a cylindrical hole of diameter $D=100$ nm and depth $L=2000$ nm, closed at the bottom, at $T=500$ K. The light precursor is trimethylaluminium, Al(CH₃)₃, with molar mass 72.09 g/mol. The heavy one is Hf(N(CH₃)₂)₄, with 354.80 g/mol. Both have sticking probability $s=0.01$ on the side wall and the bottom. This is a rough model value, deliberately held equal so that mass is the difference under study.

The mean thermal speed is $\bar v=\sqrt{8kT/\pi m}$, which gives 383.2 m/s and 172.7 m/s. Their ratio is
$$\sqrt{354.80/72.09}=2.219 .$$
If speed decided the depth, the difference should be plain.

In a simulation, 200,000 molecules of each species received thermal velocities at the mouth and after every wall impact. The next crossing was found by solving for its time, so mass entered every flight. The two species used independent random numbers. The last column below comes from an equation without mass, derived later. Entries are percentages of all entering molecules.

| Fate | Light | Heavy | Mass-free equation |
|---|---:|---:|---:|
| stuck at 0–100 nm | 3.26 | 3.29 | 3.29 |
| stuck at 400–500 nm | 1.56 | 1.54 | 1.56 |
| stuck at 900–1000 nm | 0.68 | 0.65 | 0.66 |
| stuck at 1400–1500 nm | 0.30 | 0.34 | 0.31 |
| escaped through the mouth | 80.31 | 80.28 | 80.24 |
| ever reached the bottom | 1.13 | 1.21 | 1.15 |

The mean depth of the adsorbed molecules is 537 nm for the light species, 543 nm for the heavy one and 538 nm from the equation. A chi-square test over twenty wall intervals, the bottom and escape gives $p=0.396$ for light against heavy. Against the equation, $p$ is 0.316 for light and 0.149 for heavy. The same test rejects a sticking probability 20% too high with $p\approx10^{-114}$, so it can detect a modest physical change.

The heavy species' chance of reaching the bottom deserves a closer look. With expected probability 0.01149, the standard error is $\sqrt{0.01149(1-0.01149)/200000}=0.00024$. The simulated 1.214% lies about 2.7 standard errors above 1.149%. This is a sizeable fluctuation for one entry, and it favours the heavy species, not the light one. The proof below excludes a real mass effect in this model.

The clocks do differ. Among molecules that reach the bottom, the mean first arrival takes 31.9 ns for the light species and 72.2 ns for the heavy one. Their ratio, 2.26, agrees with 2.219 to 2%. These times count flight only. Any time spent on the wall before re-emission would be added, and it need not scale as $\sqrt m$.

The intuition omits that a faster molecule also hits the wall more often per second. Each hit carries the same risk of sticking. Progress and risk speed up together.

## The general statement and its proof

**Statement.** Let the entry distribution and the geometry be given. Let molecules fly straight between surfaces, and let each impact at position $\mathbf r$ lead to adsorption with probability $s(\mathbf r)$ or to cosine-law re-emission from the same point. If neither $s$ nor the emission direction depends on mass, speed or past flight time, the joint distribution of all impact positions and of the final fate is independent of mass.

**One flight.** A molecule leaving $\mathbf r_0$ in unit direction $\mathbf u$ with speed $v$ has position
$$\mathbf r(t)=\mathbf r_0+v\,\mathbf u\,t .$$
Let $\ell(\mathbf r_0,\mathbf u)$ be the distance to the first surface along this ray. Impact occurs at $t=\ell/v$, and substitution gives
$$\mathbf r_1=\mathbf r_0+v\,\mathbf u\,\frac{\ell}{v}=\mathbf r_0+\ell(\mathbf r_0,\mathbf u)\,\mathbf u .$$
Speed has cancelled from the place and remains in the time.

**Directions.** The flux through a surface is proportional to the normal velocity $v\cos\theta$, where $\theta$ is measured from the normal. With the Maxwell distribution and $d^3v=v^2dv\,d\Omega$,
$$d\Gamma\propto v\cos\theta\;e^{-mv^2/2kT}\,v^2dv\,d\Omega
=\left(v^3e^{-mv^2/2kT}dv\right)\left(\cos\theta\,d\Omega\right).$$
The factors separate, so direction is independent of speed and contains no mass. A thermal gas therefore gives both species the same entry directions. Their mean cosine is
$$\int_0^{\pi/2}2\cos^2\theta\sin\theta\,d\theta=\tfrac23 .$$
The sampled value is 0.6667 for both the faster and the slower half of the entering molecules.

**All flights.** The normalized cosine law is $\cos\theta\,d\Omega/\pi$. A surface element $dA'$ at distance $\ell$, whose normal makes angle $\theta'$ with the ray, fills the solid angle $d\Omega=\cos\theta'dA'/\ell^2$. The probability of surviving an impact at $\mathbf r$ and hitting $dA'$ next is thus
$$[1-s(\mathbf r)]\,\frac{\cos\theta\cos\theta'}{\pi\ell^2}\,dA' ,$$
if $dA'$ is visible from $\mathbf r$, and zero otherwise. The first impact is mass-free by the previous steps. If the first $k$ impacts have a mass-free joint distribution, multiplication by this mass-free factor gives the same property for $k+1$. By induction it holds for the whole sequence. Adsorption at each impact adds a factor $s(\mathbf r)$, also mass-free. This proves the statement.

## The explicit law for a cylinder

Molecules enter uniformly over the mouth with the cosine law. Let $F$ be the probability that the first flight passes depth $z$. If the horizontal distance to the wall along the flight is $c$, passage requires $z\tan\theta<c$, or $\sin^2\theta<c^2/(c^2+z^2)$. Under the cosine law $\sin^2\theta$ is uniform between 0 and 1, because its differential is $2\sin\theta\cos\theta\,d\theta$. The passage probability at given $c$ is therefore $c^2/(c^2+z^2)$.

Next average over entry points. For a fixed horizontal direction, a chord at offset $y$ from the axis has length $2\sqrt{R^2-y^2}$, with $R=D/2$. It contains a point at distance $c$ from its end if $|y|<\sqrt{R^2-c^2/4}$. Hence
$$F=\frac1{\pi R^2}\int_0^{2R}2\sqrt{R^2-\frac{c^2}{4}}\;\frac{c^2}{c^2+z^2}\,dc .$$
Set $c=2R\sin\alpha$ and $x=z/D$. The root is $R\cos\alpha$ and $dc=2R\cos\alpha\,d\alpha$, so
$$F=\frac4\pi\int_0^{\pi/2}\cos^2\alpha\left(1-\frac{x^2}{x^2+\sin^2\alpha}\right)d\alpha .$$
The first term integrates to $\pi/4$. For the second, write $\cos^2\alpha=(1+x^2)-(x^2+\sin^2\alpha)$. With $q=\tan\alpha$,
$$\int_0^{\pi/2}\frac{d\alpha}{x^2+\sin^2\alpha}
=\int_0^\infty\frac{dq}{x^2+(1+x^2)q^2}
=\frac{\pi}{2x\sqrt{1+x^2}} .$$
Therefore
$$F(x)=\frac4\pi\left[\frac\pi4-x^2\left(\frac{\pi\sqrt{1+x^2}}{2x}-\frac\pi2\right)\right]
=\left(\sqrt{1+x^2}-x\right)^2 .$$
At one diameter, $F(1)=0.1716$; the simulation gives 0.1714. In the limit $s=1$ the first impact is the last, so about 83% of entrants stick within one diameter of the mouth, at any mass.

For smaller $s$, divide the side wall into narrow rings. Let $A=\pi D^2/4$ be the mouth area, $A_i$ the area of surface $i$, and $P_{ij}$ the chance that a molecule leaving $i$ next hits $j$. The factor $\cos\theta\cos\theta'/\pi\ell^2$ is symmetric, so $A_iP_{ij}=A_jP_{ji}$. Treat emission as uniform over each ring, an approximation that improves as rings narrow. The bottom is treated as one uniformly emitting disc. Narrower rings do not remove that second approximation; it is negligible in this deep hole with small $s$, but a shallow hole with strong sticking needs the bottom divided into annuli. For a ring $i$ from $z_i$ to $z_{i+1}$ and a deeper ring $j$, the chance of crossing the disc at depth $z$ is, by reciprocity,
$$Q_i(z)=\frac{A}{A_i}\left[F\!\left(\frac{z-z_{i+1}}D\right)-F\!\left(\frac{z-z_i}D\right)\right].$$
Molecules that cross the upper edge of $j$ but not its lower edge hit it: $P_{ij}=Q_i(z_j)-Q_i(z_{j+1})$. Reciprocity gives the upward transfers. The chance of hitting the bottom is $Q_i(L)$, and the chance of hitting the same ring is what remains after crossings of its two end discs.

If $e_j$ is the chance that the first impact is on $j$, the mean number of impacts there per entrant obeys
$$n_j=e_j+\sum_i n_i(1-s_i)P_{ij},$$
and the adsorbed share is $s_jn_j$. Solved with 400 rings, this equation gave the last column of the table. With 1200 rings the escape probability rises by about 0.006 percentage points and the chance of reaching the bottom moves from 1.149% to 1.148%.

The opposite limit, $s=0$, is solved by $n_i=A_i/A$. Indeed, $\sum_i(A_i/A)P_{ij}=(A_j/A)\sum_iP_{ji}$, which is $A_j/A$ times the chance of not leaving directly from $j$ through the mouth. By reciprocity the missing part is $e_j$. The total is
$$\frac{\pi DL+\pi D^2/4}{\pi D^2/4}=\frac{4L}{D}+1=81$$
impacts per entrant, again without mass.

## What mass does change: time and dose

Put $a=m/2kT$. For thermal emission, the mean inverse speed is
$$\left\langle\frac1v\right\rangle
=\frac{\int_0^\infty v^2e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}
=\frac{\sqrt\pi/(4a^{3/2})}{1/(2a^2)}
=\sqrt{\frac{\pi m}{8kT}}=\frac1{\bar v}.$$
Speed is independent of direction. With immediate re-emission, the mean visit time is therefore the mean path divided by $\bar v$. For the light molecule this is $1968\ \text{nm}/383.2\ \text{m/s}=5.14$ ns. For the heavy one, $1987/172.7$ gives 11.5 ns.

Mass also controls how many molecules enter. With number density $p/kT$ at precursor pressure $p$, the one-sided flux is
$$\Gamma=\frac p{kT}\sqrt{\frac m{2\pi kT}}\int_0^\infty v_ze^{-mv_z^2/2kT}dv_z
=\frac p{kT}\sqrt{\frac{kT}{2\pi m}}
=\frac p{\sqrt{2\pi mkT}} .$$
At 0.05 Torr it is 92.5 light or 41.7 heavy molecules per nm² per ms. A 12 ms pulse through the 7854 nm² mouth admits
$$92.5\times7854\times12=8.72\times10^6$$
light molecules, against $3.93\times10^6$ heavy ones.

This affects the shape of the depth profile when the surface saturates. Let $\theta_i$ be the occupied fraction of sites on surface $i$, $\sigma=4$ per nm² the site density, and $s_i=s_0(1-\theta_i)$ the sticking probability, with $s_0=0.01$. If coverage changes little during one visit, $N$ entrants give
$$\frac{d\theta_i}{dN}=\frac{s_0(1-\theta_i)\,n_i}{\sigma A_i},$$
where $n_i$ follows from the impact equation at the current coverage. Mass is absent when progress is counted in entrants. It returns through $N=\Gamma At$.

At equal pressure, temperature and pulse time, with $s_0$ and $\sigma$ also equal, half coverage reaches 909 nm for the light precursor and 305 nm for the heavy one, with 200 rings. The last digit is not converged: 100 rings give 913 and 306 nm, and 400 rings lower the light value to 908 nm. The lighter precursor does coat deeper here, because more of it entered. The ratio of depths is not a universal power of the dose: until the mouth itself is half covered, there is no half-coverage depth at all.

To match the light dose, the heavy precursor needs $12\times2.219=26.6$ ms. A simulation with heavy molecules at that dose, with sites and entrants both reduced 80-fold, places half coverage at 908 nm. With only about 1570 sites per 100 nm interval, this depth scatters by roughly 25 nm from run to run, so agreement to within a nanometre is a coincidence. Its coverage differs from the equation by 0.015 root mean square.

## Where the conclusion fails

A loss that runs on time favours the faster species. Suppose molecules decompose in the gas with a lifetime $\tau=50$ ns. A path lasting $t$ is completed with probability $e^{-t/\tau}$, and $t$ scales as $\sqrt m$. In simulations of 100,000 molecules each, 0.66% of the light and 0.38% of the heavy ones reach the bottom. This lifetime is hypothetical and serves to expose the mechanism.

Unequal sticking also changes the depth. Doubling $s$ to 0.02 lowers the chance of reaching the bottom from 1.15% to 0.45%, and the mean adsorption depth from 538 to 400 nm. This would be a difference in surface chemistry, not a consequence of speed between impacts.

Dependence of sticking on kinetic energy $E$ alone does not by itself restore a mass effect in the thermal case. Since $E=mv^2/2$, we have $v^3dv\propto E\,dE$, and the emitted energy distribution is proportional to $Ee^{-E/kT}dE$, without mass. A sticking threshold at a fixed speed would bring mass back.

## The model beside a real coating process

Both precursors are used to deposit oxides, and narrow deep holes occur in memory devices, some with depth-to-diameter ratios well above the 20 used here. The pressures, sticking probability, site density and molecular sizes are rough choices. Real precursors differ in sticking and in the surface area they occupy, so equal values isolate mass and do not predict a process. The doubled-sticking case shows how strongly that assumption matters on a nearly empty surface. It does not give the size or direction of the change in half-coverage depth during a saturating pulse.

The fixed-sticking table describes a nearly empty surface. At the open surface, the light precursor's site-filling time is $4/(0.01\times92.5)=4.3$ ms, so a 12 ms pulse needs the saturating equation. If re-emission is prompt, its assumption of short visits is sound here: the heavy molecule's mean arrival time at the bottom is $6\times10^{-6}$ of the pulse on the empty surface, and about $8\times10^{-6}$ at the coverage left by the light dose.

In 1 Torr of nitrogen, estimated free paths are 37 µm for the light and 13 µm for the heavy precursor. The hole diameter is 0.3% and 0.8% of these, so few individual flights are interrupted. Averaged over all visits to the empty surface, there are 0.05 and 0.15 nitrogen collisions per molecule. As sites fill, paths lengthen: at the coverage left by the light dose the mean path is about 3000 nm and the counts are about 0.08 and 0.23. Molecules reaching the bottom travel farther: for the heavy species, $172.7\ \text{m/s}\times72.2\ \text{ns}\approx12.5$ µm, or about one collision on the way. Such a collision alters one flight among more than a hundred; its effect on the deposition profile was not computed.

Reducing the hole diameter by the molecular diameter, 0.6 or 0.8 nm, changes the chance of reaching the bottom from 1.15% to 1.13% or 1.12%. Free fall during the heavy molecule's arrival time is about $3\times10^{-5}$ nm. For these numbers, unequal sticking and unequal dose matter far more than this narrowing or gravity. Size can still matter through the surface area a molecule occupies, which sets $\sigma$. The saturating equation contains the dose only as $N/\sigma$, so halving $\sigma$ changes the coverage profile exactly as doubling the number of entrants does. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
hole: diameter 100 nm, depth 2000 nm
temperature 500 K, sticking 0.01
precursor 0.05 Torr, total 1.0 Torr
site density 4 per nm^2, pulse 12 ms
molar mass light, heavy: 72.09, 354.80 g/mol
root of mass ratio: 2.219
mean speed light, heavy: 383.2, 172.7 m/s
mean entry cosine, fast and slow half: 0.6667, 0.6667
first flight passes one diameter: simulated 0.1714, formula 0.1716
molecules traced per species: 200000
share of entrants adsorbed (%): light, heavy, matrix
  wall 0-100 nm: 3.261, 3.288, 3.287
  wall 400-500 nm: 1.562, 1.540, 1.556
  wall 900-1000 nm: 0.678, 0.647, 0.657
  wall 1400-1500 nm: 0.304, 0.336, 0.312
  wall 1900-2000 nm: 0.196, 0.202, 0.218
escaped (%): 80.31, 80.28, 80.24
ever reach bottom (%): 1.131, 1.214, 1.149
mean adsorption depth (nm): 536.5, 542.9, 538.2
chi-square p-value light against heavy: 0.396
p-values against matrix: 0.316, 0.149
p-value with sticking 20% too high: 1.9e-114
impacts per entrant light, heavy: 19.75, 19.94
mean path in hole light, heavy: 1968, 1987 nm
mean visit time light, heavy: 5.14, 11.50 ns
mean first arrival at bottom: 31.9, 72.2 ns
no sticking: mean path 8005 nm, 4L = 8000 nm, impacts 81.0
with gas lifetime 50 ns, reach bottom (%): 0.661, 0.375
flux light, heavy: 92.5, 41.7 per nm^2 per ms
entrants per pulse light, heavy: 8.719e+06, 3.930e+06
half-coverage depth, equal pulse: 909, 305 nm
heavy pulse for the light dose: 26.6 ms
heavy particles at light dose: half-coverage depth 908 nm
rms coverage difference, particles and equation: 0.0152
free path in N2 light, heavy: 37.1, 13.0 um
diameter / free path light, heavy: 0.0027, 0.0077
N2 collisions per visit light, heavy: 0.053, 0.153
reach bottom with molecular size (%): 1.127, 1.120
sticking doubled: reach bottom 0.446 %, mean adsorption depth 400.3 nm
site filling time at open surface, light: 4.32 ms
heavy arrival time / pulse: 6.0e-06
free fall during heavy arrival time: 2.6e-05 nm
```
